\section*{Coalescence Stress of Cylindrical Islands at Fixed Centre Spacing}

\section*{The problem}

A periodic row of identical long cylinders of radius $R$ represents islands that meet during film growth. The centres are held a distance $2(R+g)$ apart; $g=0$ means that the undeformed cylinders just touch. Adhesion draws neighbours into a flat contact of width $2a$, with $a\ll R$. We seek the resulting average tensile stress in the row.

The material is isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and shear modulus $\mu=E/[2(1+\nu)]$. Strain along the cylinders vanishes, so the relevant modulus is $E'=E/(1-\nu^2)$. Contacts transmit no shear. Half-cylinders on a frictionless substrate are also covered if the base can slide but cannot lift off, since the base is then a mirror plane of the full cylinder.

Each unit area of contact replaces two free surfaces by one grain boundary and releases
\[
w=2\gamma_s-\gamma_{gb},\qquad \eta=\frac{w}{E'R},
\]
where $\gamma_s$ and $\gamma_{gb}$ are the surface and boundary energies. At fixed $\gamma_{gb}/\gamma_s$, $\eta$ is proportional to surface energy over modulus times radius. Tension is positive and forces are per unit cylinder length. If $T$ is the force through a contact, the average stress over the height $2R$ is $\sigma=T/(2R)$.

\section*{(a) How far does a contact force move the surface?}

\textit{Two outward line forces $P$ act at opposite ends of a diameter. Find the radial surface displacement near one of them, relative to the centre.}

\textbf{Solution.} Set $R=1$ temporarily. For a traction $\cos n\theta$ with $n\ge2$, take the Airy function $\phi=(Ar^n+Br^{n+2})\cos n\theta$. Its stresses are
\begin{align*}
\sigma_{rr}&=[An(1-n)r^{n-2}+B(n+1)(2-n)r^n]\cos n\theta,\\
\sigma_{\theta\theta}&=[An(n-1)r^{n-2}+B(n+2)(n+1)r^n]\cos n\theta,\\
\sigma_{r\theta}&=n[A(n-1)r^{n-2}+B(n+1)r^n]\sin n\theta.
\end{align*}
Zero shear and unit normal traction at $r=1$ require
\[
A=-\frac1{2(n-1)},\qquad B=\frac1{2(n+1)}.
\]
In plane strain, $2\mu\,\partial_ru_r=\sigma_{rr}-\nu(\sigma_{rr}+\sigma_{\theta\theta})$, and the stress sum is $4B(n+1)r^n\cos n\theta$. Integration from the centre gives
\[
2\mu u_r=[-Anr^{n-1}+B(2-n-4\nu)r^{n+1}]\cos n\theta .
\]
With $\kappa=3-4\nu$, the surface amplitude is therefore
\[
\frac1{4\mu}\left[\frac{n}{n-1}+\frac{\kappa-n-1}{n+1}\right]
=\frac1{4\mu}\left[\frac1{n-1}+\frac{\kappa}{n+1}\right].
\]
A uniform unit traction gives $(1-2\nu)/(2\mu)=(\kappa-1)/(4\mu)$.

The opposite forces contain even harmonics only: the mean traction is $P/\pi$ and each even amplitude is $2P/\pi$. Hence
\[
u=\frac{P}{4\pi\mu}\left\{\kappa-1+2\sum_{n=2,4,\ldots}
\left[\frac1{n-1}+\frac{\kappa}{n+1}\right]\cos n\theta\right\}.
\]
To isolate the singular part, write
\[
\frac1{n-1}=\frac1n+\frac1{n(n-1)},\qquad
\frac1{n+1}=\frac1n-\frac1{n(n+1)}.
\]
Over even $n$, $\sum\cos(n\theta)/n=-\tfrac12\ln(2|\sin\theta|)$. At $\theta=0$ the two remaining sums are $\ln2$ and $1-\ln2$. Since their terms fall as $1/n^2$, replacing $\cos n\theta$ by 1 in them costs $O(|\theta|)$. The braces become
\[
\kappa-1-(1+\kappa)\ln(2|\theta|)+2\ln2-2\kappa(1-\ln2)
=(1+\kappa)\left[\ln\frac2{|\theta|}-1\right].
\]
Because $(1+\kappa)/(4\mu)=2/E'$, restoring $R$ and writing $d=R|\theta|$ gives
\begin{equation}
u(d)=\frac{2P}{\pi E'}\left[\ln\frac{2R}{d}-1\right],\qquad d\ll R. \label{kernel}
\end{equation}
The logarithm shows that the compliance of a long cylinder depends on both contact width and radius.

\section*{(b) What traction makes the contact flat?}

\textit{Find the traction $q(s)$ for $|s|<a$, and the net force, at half-gap $g$.}

\textbf{Solution.} By symmetry the contact lies on the plane midway between centres. The surface, initially a distance $g+s^2/(2R)$ from it, must move outward by that amount. Treating the radial and plane-normal directions as equal neglects corrections of relative order $a/R$.

Try a tensile part of total force $Q$ and a compressive part of total force $P_H$:
\[
q(s)=\frac{Q}{\pi\sqrt{a^2-s^2}}-\frac{2P_H}{\pi a^2}\sqrt{a^2-s^2}.
\]
To integrate the logarithm, put $s=a\cos\alpha$ and $t=a\cos\beta$. Factoring the cosine difference into two sines and using $\ln|2\sin x|=-\sum_k\cos(2kx)/k$ gives
\[
\ln|s-t|=\ln\frac a2-2\sum_{k=1}^{\infty}\frac{\cos k\alpha\cos k\beta}{k}.
\]
The first part of $q$ has uniform weight $d\beta/\pi$, so its average logarithm is $\ln(a/2)$. The second has weight $(1-\cos2\beta)d\beta/\pi$; its $k=2$ term survives and its average is
\[
\ln\frac a2+\frac12\cos2\alpha=\ln\frac a2-\frac12+\frac{s^2}{a^2}.
\]
With $L=\ln(4R/a)$, Eq.~\eqref{kernel} now gives
\[
u(s)=\frac2{\pi E'}\left[Q(L-1)-P_H\left(L-\tfrac12\right)
+P_H\frac{s^2}{a^2}\right].
\]
Equating this to $g+s^2/(2R)$ fixes both forces:
\begin{align}
P_H&=\frac{\pi E'a^2}{4R},\label{ph}\\
Q(L-1)&=\frac{\pi E'g}{2}+P_H\left(L-\tfrac12\right),\qquad T=Q-P_H. \label{q}
\end{align}
Thus the contact is pulled at its edges and, when $P_H$ is large enough, pushed at its middle.

\section*{(c) What fixes the contact width?}

\textit{Find the elastic energy per contact and minimize the total energy at fixed centre spacing.}

\textbf{Solution.} Each side stores $\tfrac12\int qu\,ds$, so both sides store
\[
U=\int q\left(g+\frac{s^2}{2R}\right)ds.
\]
The second moments of the two parts of $q$ are $Qa^2/2$ and $P_Ha^2/4$. Consequently
\begin{equation}
U=gT+\frac{a^2}{8R}(2Q-P_H). \label{energy}
\end{equation}
Fixed centres do no external work, and the contact area per length is $2a$. The quantity to minimize is $U-2wa$.

Let a prime denote $d/da$ at fixed $g$. Since $L'=-1/a$ and $P_H'=2P_H/a$, differentiating \eqref{q} gives
\[
Q'(L-1)-\frac Qa=\frac{2P_H}{a}\left(L-\tfrac12\right)-\frac{P_H}{a},
\qquad
Q'=\frac{2P_H}{a}+\frac{Q}{a(L-1)}.
\]
Insert this into the derivative of \eqref{energy}:
\begin{align*}
\frac{dU}{da}
&=\frac{gQ}{a(L-1)}+\frac{a}{4R}(2Q-P_H)
+\frac{a}{4R}\left(P_H+\frac{Q}{L-1}\right)\\
&=\frac{Q}{a(L-1)}\left[g+\frac{a^2}{2R}\left(L-\tfrac12\right)\right].
\end{align*}
By \eqref{ph}, $a^2/(2R)=2P_H/(\pi E')$, so \eqref{q} makes the bracket equal to $2Q(L-1)/(\pi E')$. Therefore
\begin{equation}
\frac{dU}{da}=\frac{2Q^2}{\pi aE'}=2w,
\qquad Q^2=\pi aE'w. \label{balance}
\end{equation}

\section*{(d) What is the stress when undeformed islands just touch?}

\textit{Set $g=0$ and express $\sigma/E'$ through $\eta$ and $L$.}

\textbf{Solution.} Equation~\eqref{q} gives $Q=P_H(L-\tfrac12)/(L-1)$. Substitution in \eqref{balance} yields
\begin{equation}
\left(\frac aR\right)^3=\frac{16\eta}{\pi}
\left(\frac{L-1}{L-\frac12}\right)^2. \label{width}
\end{equation}
This is implicit because $L$ contains $a$. Before equilibrium is imposed,
\[
\frac{dU}{da}=\frac{\pi E'a^3}{8R^2}
\left[1+\frac1{2(L-1)}\right]^2,
\]
which rises with $a$ for $L>1$. There is thus one equilibrium in this range, and it is a minimum.

The net force is
\[
T=Q-P_H=\frac{P_H}{2(L-1)},\qquad
\frac{\sigma}{E'}=\frac{\pi}{16(L-1)}\left(\frac aR\right)^2.
\]
Using \eqref{width} for $(a/R)^2$, and $(\pi/16)(16/\pi)^{2/3}=(\pi/16)^{1/3}$, we obtain
\begin{equation}
\boxed{\frac{\sigma}{E'}=
\left(\frac{\pi}{16}\right)^{1/3}
\frac{(L-1)^{1/3}}{(L-\frac12)^{4/3}}\;\eta^{2/3}} . \label{main}
\end{equation}

The power has a simple origin. Apart from logarithms, flattening costs energy of order $E'a^4/R^2$ and gains energy of order $wa$. Hence $a/R\sim\eta^{1/3}$, while the strain scale is $(a/R)^2\sim\eta^{2/3}$. The additional $1/L$ at large $L$ comes from the near cancellation of $Q$ and $P_H$.

\section*{(e) Is this a pure two-thirds law?}

\textit{Find the local exponent $m=d\ln(\sigma/E')/d\ln\eta$ and its small-$\eta$ limit.}

\textbf{Solution.} Use $a$ as the parameter. Since $dL/d\ln a=-1$,
\begin{align*}
\frac{d\ln(\sigma/E')}{d\ln a}&=2+\frac1{L-1},\\
\frac{d\ln\eta}{d\ln a}&=3+2\left[\frac1{L-1}-\frac1{L-\frac12}\right]
=3+\frac1{(L-1)(L-\frac12)}.
\end{align*}
Their ratio is
\begin{equation}
m=\frac{2+1/(L-1)}{3+1/[(L-1)(L-\frac12)]}\;\longrightarrow\;\frac23
\quad(L\to\infty). \label{slope}
\end{equation}
The two-thirds scaling therefore holds up to a logarithm. For very small $\eta$, $L\simeq\frac13\ln(1/\eta)$, and to leading logarithmic order
\[
\frac{\sigma}{E'}\simeq 3\left(\frac{\pi}{16}\right)^{1/3}
\frac{\eta^{2/3}}{\ln(1/\eta)}.
\]
The approach is slow: $m=0.772$ at $\eta=10^{-3}$, $0.730$ at $10^{-6}$ and still $0.681$ at $10^{-30}$. The last value illustrates the mathematical limit, not a physical island.

\section*{(f) What is the largest stress at any fixed spacing?}

\textit{Allow $g$ to vary between systems. Find the largest equilibrium tension and decide whether its contact is stable.}

\textbf{Solution.} Equation~\eqref{balance} holds for every $g$. We take $Q>0$, because a negative $Q$ would make the surfaces overlap just outside the contact. The admissible equilibria then satisfy
\[
T(a)=\sqrt{\pi aE'w}-\frac{\pi E'a^2}{4R}.
\]
The maximum obeys $Q/(2a)=2P_H/a$, or $P_H=Q/4$. This gives $a^3=wR^2/(\pi E')$, $T=3Q/4$ and
\begin{equation}
\frac{\sigma_{\max}}{E'}=\frac38\pi^{1/3}\eta^{2/3}. \label{bound}
\end{equation}
Here the logarithm is absent and the two-thirds law is pure within the model. The logarithm reappears in the spacing needed to reach this state:
\[
g=\frac{2Q}{\pi E'}\left(\frac{3L}{4}-\frac78\right).
\]

For stability at fixed $g$, $Q^2/a$ must rise with $a$. From $Q'$ in part (c),
\[
\frac{d\ln(Q^2/a)}{d\ln a}
=\frac{4P_H}{Q}+\frac{2}{L-1}-1=\frac2{L-1}>0.
\]
The contact is locally stable when the centres are held. If individual islands can slide, this state is only marginally stable, because the tension no longer rises with $g$ there. Its energy relative to separated islands follows by inserting $g$, $T=3Q/4$, $a^2/(8R)=Q/(8\pi E')$ and $2wa=2Q^2/(\pi E')$:
\[
U-2wa=\frac{Q^2}{\pi E'}\left(\frac{9L}{8}-\frac{99}{32}\right).
\]
For $L>2.75$ this is positive, so the state of greatest tension is metastable.

\section*{(g) What does the result give for nickel-like islands?}

\textit{Take rough typical values $E=200$ GPa, $\nu=0.31$, $\gamma_s=2.0$ J/m$^2$, $\gamma_{gb}=0.9$ J/m$^2$, with $R=50$ nm. Evaluate the stress and judge the assumptions.}

\textbf{Solution.} The inputs give $w=2(2.0)-0.9=3.1$ J/m$^2$, $E'=200/(1-0.31^2)=221.3$ GPa and
\[
\eta=\frac{3.1}{(221.3\times10^9)(50\times10^{-9})}=2.80\times10^{-4}.
\]
Solving \eqref{width} self-consistently gives $L=3.684$ and $a=5.02$ nm. The forces are $Q=104.0$ N/m and $P_H=87.7$ N/m, leaving $T=16.3$ N/m. Hence
\[
\sigma=\frac{16.3\ \mathrm{N/m}}{100\ \mathrm{nm}}
=163\ \mathrm{MPa}=0.163\ \mathrm{GPa}.
\]
The local exponent is $0.761$. With $E'$ and $w$ fixed, increasing $R$ from 20 to 200 nm lowers the stress from 329 to 57 MPa, a factor of 5.7; a pure two-thirds law would give 4.6.

The bound \eqref{bound} is 520 MPa, at $g=0.50$ nm. That state lies 85 eV per nm of length above separated islands. Contact and separation have equal energy at $g=0.36$ nm, where the contact carries 466 MPa. Equal energy does not mean that such a contact forms during growth: in this model a barrier of about 40 eV per nm of length separates the two states. Its top lies at $a=0.22$ nm, an atomic width, so the height is only indicative.

A numerical solution for the whole disk tests the small-contact result. It uses the harmonics of part (a) without the logarithmic approximation, adds a third term to the two traction terms of part (b) and leaves all three coefficients free, and obtains $w$ by differentiating the computed energy. At equal $\eta$ and $\nu=0.31$, its stress differs from \eqref{main} by $-1.1\%$, $-0.5\%$ and $-0.2\%$ of the formula value for $a/R=0.10$, $0.03$ and $0.01$. These differences come mostly from keeping purely radial tractions in the disk calculation. With tractions and displacements taken normal to the contact plane instead, the disk stress agrees with \eqref{main} to within $0.1\%$ at all three widths.

\paragraph{Comparison with a real film.} Tensile stress of order 100 MPa is a reasonable rough scale for coalescing metal films, but real islands are usually caps of unequal size, not long cylinders. Exact touching is a particularly sensitive assumption: $g=0.1$ nm, an increase of 0.2 nm in centre spacing, raises the predicted stress from 163 to 259 MPa. Real islands also bond to their substrate. As an illustration of changed support, not a model of bonding, shifting the constant in the logarithmic compliance by $\mp0.5$ gives 190 or 143 MPa. Directional moduli of 130 and 300 GPa, used in place of $E$, give 148 and 180 MPa.

The sharp adhesive edge is only a fair local approximation here. For attraction of range $\delta=0.25$ nm and strength $w/\delta$, a uniform-strip estimate of the edge zone is $(\pi/8)E'\delta^2/w=1.75$ nm, or 35\% of $a$. Solving the contact at $g=0$ with this uniform strip nevertheless changes the average stress by less than 1\%. A surface stress of 2 N/m compresses the inside of each cylinder by $2/(50\times10^{-9})$ Pa $=40$ MPa, but over a whole section the surface tension balances this pressure. If this stress acted all round the surface, the cylinder would shrink by 0.005 nm, which would raise the contact stress by only about 5 MPa. At the contact the free surface is replaced by a boundary, and the pull of the surface stress at the contact edges offsets this shift of the gap: fully if the boundary carries no interface stress, and down to about 1 MPa if it carries 0.9 N/m. The pressure at the contact centre is 4.5 GPa, below the ideal shear scale $\mu/(2\pi)=12$ GPa; the shear stress is largest near the contact edge. The sharp-edge solution diverges there (about 10 GPa at a depth of 0.25 nm), but that point lies inside the edge zone, where the sharp-edge field does not apply; with the uniform strip the largest shear is about 4 GPa, a third of the ideal scale. This is still far above ordinary yield stresses, so yielding at defects is not excluded.

Temperature can matter more. Under a contact traction of order $\sigma$, boundary diffusion inserts material at a thickness rate of order $\Omega D_b\sigma/(k_BT_{\rm abs}a^2)$, and a thickness of order $\sigma R/E'$ removes the stress. This gives the relaxation time
\[
\tau\sim\frac{a^2R\,k_BT_{\rm abs}}{E'\Omega D_b},
\]
where $T_{\rm abs}$ is temperature, $\Omega$ atomic volume and $D_b$ boundary diffusivity times boundary width. This is only an order estimate. The mean contact traction is $T/(2a)=\sigma R/a$, about ten times $\sigma$ here, which shortens the time. But at fixed $a$, \eqref{q} gives $T=0$ at $g=-a^2/(4R)$, so the inserted thickness must be $a^2/(2R)=0.25$ nm, about seven times $\sigma R/E'$, which lengthens it. These two corrections would largely offset each other if the traction were uniform. In fact it changes steeply near the contact edges, and diffusion there acts much sooner. With fixed contact width and zero traction at the edges, the tension halves in about $0.003\tau$ and falls to a tenth in about $0.3\tau$, so $\tau$ is a slow-side estimate. With $\Omega=0.011$ nm$^3$ and the rough choice $D_b=3\times10^{-15}\exp(-1.2\,\mathrm{eV}/k_BT_{\rm abs})$ m$^3$/s, $\tau$ is about $10^8$ s at 300 K and 0.02 s at 600 K. Even with this faster edge diffusion, half of the tension can last for days near room temperature, whereas at 600 K the elastic result describes a stress that relaxes rapidly unless growth renews it. The room-temperature figure is fragile: a change of 0.1 eV in the assumed barrier changes it by a factor of about 50, and surface diffusion, which can widen the contact, is left out. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough nickel-like values)
Young modulus E = 200 GPa; Poisson ratio = 0.31
surface energy = 2.0 J/m2
boundary energy = 0.9 J/m2
island radius R = 50 nm
MAIN RESULT, spacing 2R
work of adhesion w = 3.10 J/m2
plane-strain modulus Ep = 221.3 GPa
eta = w/(Ep R) = 2.8021e-04; eta^(2/3) = 4.2821e-03
contact half-width a = 5.023 nm; a/R = 0.1005
L = ln(4R/a) = 3.6842
Hertz push P_H = 87.70 N/m
adhesive pull Q = 104.04 N/m
net tension T = 16.34 N/m
average stress = 163.4 MPa = 0.1634 GPa
stress/Ep = 7.3836e-04; local exponent = 0.7612
SCALING: R (nm), a (nm), stress (MPa), stress/(Ep eta^(2/3)), exponent
  20, 2.693, 329.3, 0.1887, 0.7690
  50, 5.023, 163.4, 0.1724, 0.7612
  100, 8.039, 96.6, 0.1618, 0.7559
  200, 12.851, 57.3, 0.1524, 0.7511
EXPONENT LIMIT: eta, local exponent
  1e-03, 0.7723
  1e-06, 0.7297
  1e-12, 0.7007
  1e-30, 0.6808
LARGEST EQUILIBRIUM STRESS
bound = 520.4 MPa; bound/(Ep eta^(2/3)) = 0.5492
its half-width = 2.234 nm; half-gap g = 0.498 nm
its energy above separated islands = 84.8 eV/nm
energy-neutral half-gap = 0.362 nm; stress there = 465.7 MPa
FULL-DISK TEST: a/R, eta, stress/Ep, difference from formula (%)
  0.10, 2.7659e-04, 7.2312e-04, -1.09
  0.03, 6.7627e-06, 4.5238e-05, -0.48
  0.01, 2.3795e-07, 3.9299e-06, -0.19
disk exponent between the two smallest contacts = 0.7300
basis/cutoff shift: eta 0.0329 %, stress 0.0189 %
NEGLECTED EFFECTS (order estimates)
stress with half-gap 0.1 nm = 258.6 MPa
stress with support log constant -0.5 = 190.1 MPa
stress with support log constant +0.5 = 143.0 MPa
stress with directional E 130 GPa = 147.5 MPa
stress with directional E 300 GPa = 180.1 MPa
cohesive range = 0.25 nm; edge zone = 1.75 nm; zone/a = 0.35
surface stress 2.0 N/m divided by R = 40.0 MPa
contact-centre pressure = 4.52 GPa; ideal shear scale = 12.15 GPa
diffusion inputs: 3e-15 m3/s, 1.2 eV, atomic volume 0.011 nm3
boundary relaxation time at 300 K = 1.0e+08 s
boundary relaxation time at 600 K = 1.7e-02 s
\end{verbatim}
